# T and Y distortions of trigonal low-spin trimethylgold: test program

```python
"""Half-filled e' pair and bending of trigonal-planar trimethylgold, AuMe3.

Result under test: two electrons in a degenerate pair (a ~ x2-y2, b ~ xy)
have levels J-3K (triplet), J-K (twice), J+K. A bend Q splits the orbitals
by 2FQ and gives the lowest singlet J + kQ^2/2 - sqrt(K^2 + 4F^2Q^2).
Opening an angle leads to T, closing it to Y; Y is a saddle, T a minimum.
J, K: Coulomb and exchange integrals; F: orbital coupling; k: stiffness;
beta: angle between ligands 2 and 3; Q = beta - 120 degrees in radians.
Angular-overlap energies are in units of the sigma parameter e_sigma.
"""
import numpy as np
from scipy.constants import physical_constants, N_A, e as charge
from scipy.optimize import minimize_scalar, brentq
from pyscf import gto, scf, mp, symm

EV = physical_constants["Hartree energy in eV"][0]
KJMOL = charge * N_A / 1000.0
I2 = np.eye(2)
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SZ = np.diag([1.0, -1.0])
SY = np.array([[0, -1j], [1j, 0]])


# ---------- angular-overlap model from explicit d functions ----------
def ligand_angles(beta, rock=0.0):
    return np.array([rock, np.pi - beta / 2, np.pi + beta / 2])


def overlap_levels(beta, rock=0.0):
    matrix = np.zeros((5, 5))
    for phi in ligand_angles(beta, rock):
        x, y, z = np.cos(phi), np.sin(phi), 0.0
        v = np.array([(3*z*z - 1)/2, np.sqrt(3)*x*z, np.sqrt(3)*y*z,
                      np.sqrt(3)/2*(x*x - y*y), np.sqrt(3)*x*y])
        matrix += np.outer(v, v)
    return np.linalg.eigvalsh(matrix), matrix


def top_level(beta, rock=0.0):
    return overlap_levels(beta, rock)[0][-1]


def top_hessian(beta, step=1e-3):
    f = top_level
    bb = (f(beta+step) - 2*f(beta) + f(beta-step)) / step**2
    rr = (f(beta, step) - 2*f(beta) + f(beta, -step)) / step**2
    br = (f(beta+step, step) - f(beta+step, -step)
          - f(beta-step, step) + f(beta-step, -step)) / (4*step**2)
    return np.array([[bb, br], [br, rr]])


trig, right, straight = 2*np.pi/3, np.pi/2, np.pi
levels_trig = overlap_levels(trig)[0]
assert np.allclose(levels_trig, [0, 0, 0.75, 1.125, 1.125], atol=1e-12)
assert abs(top_level(straight) - (3 + np.sqrt(3))/2) < 1e-12
for beta in np.radians([80, 90, 100, 115]):
    assert abs(top_level(beta) - 1.5*np.sin(beta)**2) < 1e-12
for beta in np.radians([90, 110, 120, 140, 180]):
    m = overlap_levels(beta)[1]
    assert abs(m[3, 3] - m[4, 4] - 0.75*(1 + 2*np.cos(2*beta))) < 1e-12
small = 1e-5
slope_T = (top_level(trig + small) - levels_trig[-1]) / small
slope_Y = (top_level(trig - small) - levels_trig[-1]) / small
assert abs(slope_T - 3*np.sqrt(3)/4) < 1e-3
assert abs(slope_Y - 3*np.sqrt(3)/4) < 1e-3
hess_T, hess_Y = top_hessian(straight), top_hessian(right)
assert np.all(np.linalg.eigvalsh(hess_T) < 0)
assert np.allclose(hess_Y, [[-3, 0], [0, 24]], atol=0.01)


# ---------- two electrons in two orbitals, from the full Hamiltonian ----------
def pair_matrices(h, eri):
    full = np.kron(h, I2) + np.kron(I2, h)
    full = full + eri.transpose(0, 2, 1, 3).reshape(4, 4)
    r = np.sqrt(0.5)
    # columns: 1A1', first 1E', second 1E'
    singlets = np.array([[r, r, 0], [0, 0, r], [0, 0, r], [r, -r, 0]])
    triplet = np.array([0, r, -r, 0])
    return singlets.T @ full @ singlets, triplet @ full @ triplet


def symmetric_integrals(J, K):
    eri = np.zeros((2, 2, 2, 2))
    eri[0, 0, 0, 0] = eri[1, 1, 1, 1] = J
    eri[0, 0, 1, 1] = eri[1, 1, 0, 0] = J - 2*K
    for p, q in ((0, 1), (1, 0)):
        for r, s in ((0, 1), (1, 0)):
            eri[p, q, r, s] = K
    return eri


def model_singlet(Q, K, F=1.0, k=1.0, angle=0.0):
    h = F*Q*(np.cos(angle)*SZ + np.sin(angle)*SX)
    return 0.5*k*Q*Q + np.linalg.eigvalsh(
        pair_matrices(h, symmetric_integrals(0.0, K))[0])[0]


for angle in (0.0, 0.7, 2.1):
    block, trip = pair_matrices(
        0.4*(np.cos(angle)*SZ + np.sin(angle)*SX),
        symmetric_integrals(1.0, 0.3))
    assert np.allclose(block[1:, 1:], 0.7*I2, atol=1e-12)
    assert abs(np.hypot(block[0, 1], block[0, 2]) - 0.8) < 1e-12
    assert abs(trip - 0.1) < 1e-12
    assert abs(model_singlet(0.4, 0.3, angle=angle)
               - (0.08 - np.hypot(0.3, 0.8))) < 1e-12


def model_minimum(K):
    return minimize_scalar(lambda q: model_singlet(q, K), bounds=(0, 5),
                           method="bounded", options={"xatol": 1e-8}).fun


E1 = 0.5  # F^2/(2k) for F = k = 1
for K in (0.2, 0.8, 2.0):
    gain = model_singlet(0.0, K) - model_minimum(K)
    assert abs(gain - (8*E1 - K)**2/(16*E1)) < 1e-8
for K, sign in ((3.9, -1), (4.1, 1)):
    change = model_singlet(0.01, K) - model_singlet(0, K)
    assert sign*change > 0
spin_limit = brentq(lambda K: model_minimum(K) + 3*K, 0.1, 2.0) / E1
assert abs(spin_limit - 8*(3 - 2*np.sqrt(2))) < 1e-6


def spin_orbit_ground(K, strength):
    """Lowest of six determinants; strength = d weight times zeta."""
    one = strength*np.kron(SY, SZ)
    full = np.kron(one, np.eye(4)) + np.kron(np.eye(4), one)
    full = full + np.einsum("pqrs,ab,cd->parcqbsd",
                            symmetric_integrals(0.0, K), I2, I2).reshape(16, 16)
    basis = []
    for i in range(4):
        for j in range(i):
            v = np.zeros((4, 4))
            v[i, j], v[j, i] = np.sqrt(0.5), -np.sqrt(0.5)
            basis.append(v.ravel())
    basis = np.array(basis).T
    return np.linalg.eigvalsh(basis.T @ full @ basis)[0]


assert abs(spin_orbit_ground(0.3, 0.2) + 0.3 + 2*np.hypot(0.3, 0.2)) < 1e-12

# ---------- Hartree-Fock calculations on AuMe3 ----------
R_AUC, R_CH, TILT = 2.07, 1.09, np.arccos(1/3)  # angstrom, angstrom, radian
SMALL = {"Au": "def2-svp", "C": "def2-svp", "H": "6-31g"}
LARGE = {"Au": "def2-tzvp", "C": "def2-tzvp", "H": "6-31g"}
# electrons in orbitals even and odd under the mirror plane through ligand 1
OCCUPATION = {"triplet": ((15, 14), (9, 8)),
              "a empty": (28, 18), "b empty": (30, 16)}


def geometry(beta_deg, rock_deg=0.0):
    atoms = [("Au", (0.0, 0.0, 0.0))]
    zhat = np.array([0.0, 0.0, 1.0])
    for phi in ligand_angles(np.radians(beta_deg), np.radians(rock_deg)):
        radial = np.array([np.cos(phi), np.sin(phi), 0.0])
        tangent = np.array([-np.sin(phi), np.cos(phi), 0.0])
        carbon = R_AUC*radial
        atoms.append(("C", tuple(carbon)))
        for tau in np.radians([0, 120, 240]):
            side = np.cos(tau)*zhat + np.sin(tau)*tangent
            hydrogen = carbon + R_CH*(np.cos(TILT)*radial + np.sin(TILT)*side)
            atoms.append(("H", tuple(hydrogen)))
    return atoms


def hartree_fock(beta_deg, state, basis=SMALL, rock_deg=0.0):
    spin = 2 if state == "triplet" else 0
    mol = gto.M(atom=geometry(beta_deg, rock_deg), basis=basis,
                ecp={"Au": "def2-svp"}, spin=spin,
                symmetry=(state != "free"), verbose=0)
    method = scf.ROHF(mol) if spin else scf.RHF(mol)
    mf = method.density_fit(auxbasis="def2-universal-jkfit")
    if state != "free":
        assert mol.groupname == "Cs"
        mf.irrep_nelec = dict(zip(mol.irrep_name, OCCUPATION[state]))
    mf.conv_tol, mf.max_cycle = 1e-9, 100
    mf.kernel()
    assert mf.converged, (beta_deg, state)
    return mf


def active_pair(mf):
    """Hamiltonian of the two open-shell electrons, with the core frozen."""
    mol, coeff = mf.mol, np.asarray(mf.mo_coeff)
    core, pair = coeff[:, mf.mo_occ == 2], coeff[:, mf.mo_occ == 1]
    parity = symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, pair)
    pair = pair[:, np.argsort(parity)]  # a is even, b is odd
    dm = 2*core @ core.T
    vj, vk = mf.with_df.get_jk(dm, hermi=1)
    hcore = mf.get_hcore()
    heff = hcore + vj - 0.5*vk
    constant = mol.energy_nuc() + 0.5*np.sum(dm*(hcore + heff))
    eri = np.zeros((2, 2, 2, 2))
    for r in range(2):
        for s in range(r + 1):
            product = np.outer(pair[:, r], pair[:, s])
            j = mf.with_df.get_jk((product + product.T)/2, hermi=1)[0]
            eri[:, :, r, s] = eri[:, :, s, r] = pair.T @ j @ pair
    h = pair.T @ heff @ pair
    block, triplet = pair_matrices(h, eri)
    assert abs(constant + triplet - mf.e_tot) < 1e-6
    d_index = mol.search_ao_label("Au.*d")
    s_pair = mol.intor("int1e_ovlp") @ pair
    weight = np.mean(np.sum(pair[d_index]*s_pair[d_index], axis=0))
    return {"h": h, "eri": eri, "block": block, "triplet": triplet + constant,
            "singlets": np.linalg.eigvalsh(block) + constant, "d": weight}


step_deg = 5.0
Q = np.radians(step_deg)
center, opened, closed = [active_pair(hartree_fock(b, "triplet"))
                          for b in (120, 120 + step_deg, 120 - step_deg)]
K = center["eri"][0, 1, 0, 1]*EV
pair_gap = abs(center["h"][0, 0] - center["h"][1, 1])*EV
above_triplet = (center["singlets"] - center["triplet"])*EV
assert pair_gap < 5e-3
assert np.allclose(above_triplet, [2*K, 2*K, 4*K], atol=0.01)


def determinant_difference(p):
    return (2*(p["h"][0, 0] - p["h"][1, 1])
            + p["eri"][0, 0, 0, 0] - p["eri"][1, 1, 1, 1])*EV


diff_open = determinant_difference(opened)
diff_close = determinant_difference(closed)
assert diff_open > 0 > diff_close
F = (diff_open - diff_close)/(8*Q)
k = (opened["triplet"] + closed["triplet"] - 2*center["triplet"])*EV/Q**2
roots = [3*K - (p["singlets"][0] - p["triplet"])*EV for p in (opened, closed)]
root_ci, root_formula = np.mean(roots), np.hypot(K, 2*F*Q)
assert abs(root_ci/root_formula - 1) < 0.15
inside = [(p["block"][1, 1] - p["block"][2, 2])*EV for p in (opened, closed)]
linear_inside = abs(inside[0] - inside[1])/2
assert linear_inside < 0.3*2*F*Q
change_open = (opened["singlets"][0] - center["singlets"][0])*EV
change_close = (closed["singlets"][0] - center["singlets"][0])*EV
assert change_open < 0 and change_close < 0
assert k*K < 4*F**2

flat = hartree_fock(120, "a empty")
tee, wye = hartree_fock(180, "a empty"), hartree_fock(90, "b empty")
rocked = hartree_fock(90, "free", rock_deg=15)
reference = min(flat.e_tot, center["singlets"][0])
assert tee.e_tot < wye.e_tot < reference
assert rocked.e_tot < wye.e_tot


def correlated(mf):
    return mf.e_tot + mp.MP2(mf, frozen=3).kernel()[0]


gap_hf = (wye.e_tot - tee.e_tot)*EV
gap_mp2 = (correlated(wye) - correlated(tee))*EV
tee_large = hartree_fock(180, "a empty", LARGE)
wye_large = hartree_fock(90, "b empty", LARGE)
gap_hf_large = (wye_large.e_tot - tee_large.e_tot)*EV
gap_mp2_large = (correlated(wye_large) - correlated(tee_large))*EV
assert gap_hf_large > 0

zeta = 0.6  # eV, rough size for the gold 5d shell
so_shift = -3*K - spin_orbit_ground(K, center["d"]*zeta)

# ---------- output ----------
print("ANGULAR OVERLAP (levels in e_sigma)")
print(f"trigonal levels: {np.round(levels_trig, 4) + 0.0}")
print(f"top level at T, 180 deg: {top_level(straight):.4f}")
print(f"top level at Y, 90 deg: {top_level(right):.4f}")
print(f"top-level slope, opening and closing: {slope_T:.4f}, {slope_Y:.4f} /rad")
print(f"T curvatures (beta, rock): {hess_T[0,0]:.3f}, {hess_T[1,1]:.3f} /rad^2")
print(f"Y curvatures (beta, rock): {hess_Y[0,0]:.3f}, {hess_Y[1,1]:.3f} /rad^2")
print(f"PAIR MODEL: low-spin limit K/E1 = {spin_limit:.4f}")
print("AuMe3, HARTREE-FOCK, RIGID BONDS")
print(f"Au-C {R_AUC:.2f}, C-H {R_CH:.2f} angstrom; "
      f"Au-C-H {180-np.degrees(TILT):.2f} deg")
print(f"basis functions, small and large: {tee.mol.nao}, {tee_large.mol.nao}")
print(f"trigonal a-b orbital energy difference: {pair_gap:.5f} eV")
print(f"mean gold d weight of pair (Mulliken): {center['d']:.3f}")
print(f"exchange integral K: {K:.4f} eV")
print(f"singlets above triplet: {np.round(above_triplet, 4)} eV")
print(f"bending step: {step_deg:.1f} deg = {Q:.5f} rad")
print(f"E(aa)-E(bb), opened and closed: {diff_open:.4f}, {diff_close:.4f} eV")
print(f"coupling F: {F:.4f} eV/rad")
print(f"triplet stiffness k: {k:.4f} eV/rad^2")
print(f"model singlet curvature k-4F^2/K: {k-4*F**2/K:.3f} eV/rad^2")
print(f"square root, pair calculation: {root_ci:.4f} eV")
print(f"square root, formula: {root_formula:.4f} eV")
print(f"1E'-1A1' coupling 2FQ at this step: {2*F*Q:.4f} eV")
print(f"neglected linear splitting inside 1E': {linear_inside:.4f} eV")
print(f"singlet change on opening: {change_open:.4f} eV")
print(f"singlet change on closing: {change_close:.4f} eV")
print(f"trigonal 1E' (triplet orbitals) minus T: "
      f"{(center['singlets'][0]-tee.e_tot)*EV:.3f} eV")
print(f"trigonal closed-shell singlet minus T: "
      f"{(flat.e_tot-tee.e_tot)*EV:.3f} eV")
print(f"trigonal triplet minus T singlet: "
      f"{(center['triplet']-tee.e_tot)*EV:.3f} eV")
print(f"lowest trigonal singlet minus Y: {(reference-wye.e_tot)*EV:.3f} eV")
print(f"Y minus T, HF small basis: {gap_hf:.3f} eV = {gap_hf*KJMOL:.1f} kJ/mol")
print(f"Y minus T, HF large basis: {gap_hf_large:.3f} eV")
print(f"HF basis shift: {gap_hf_large-gap_hf:+.3f} eV")
print(f"Y minus T, MP2 small basis: {gap_mp2:.3f} eV")
print(f"Y minus T, MP2 large basis: {gap_mp2_large:.3f} eV"
      f" = {gap_mp2_large*KJMOL:.1f} kJ/mol")
print(f"MP2 basis shift: {gap_mp2_large-gap_mp2:+.3f} eV")
print(f"correlation shift, large basis: {gap_mp2_large-gap_hf_large:+.3f} eV")
print(f"Y energy change on 15 deg rock: {(rocked.e_tot-wye.e_tot)*EV:.3f} eV")
print(f"rough spin-orbit constant: {zeta:.1f} eV")
print(f"spin-orbit lowering of trigonal triplet: {so_shift:.3f} eV")
print("all tests passed")
```

It prints:

```
ANGULAR OVERLAP (levels in e_sigma)
trigonal levels: [0.    0.    0.75  1.125 1.125]
top level at T, 180 deg: 2.3660
top level at Y, 90 deg: 1.5000
top-level slope, opening and closing: 1.2991, 1.2990 /rad
T curvatures (beta, rock): -3.232, -3.464 /rad^2
Y curvatures (beta, rock): -3.000, 23.999 /rad^2
PAIR MODEL: low-spin limit K/E1 = 1.3726
AuMe3, HARTREE-FOCK, RIGID BONDS
Au-C 2.07, C-H 1.09 angstrom; Au-C-H 109.47 deg
basis functions, small and large: 92, 151
trigonal a-b orbital energy difference: 0.00000 eV
mean gold d weight of pair (Mulliken): 0.216
exchange integral K: 0.6329 eV
singlets above triplet: [1.2658 1.2658 2.5315] eV
bending step: 5.0 deg = 0.08727 rad
E(aa)-E(bb), opened and closed: 0.8513, -0.8388 eV
coupling F: 2.4209 eV/rad
triplet stiffness k: 2.0889 eV/rad^2
model singlet curvature k-4F^2/K: -34.954 eV/rad^2
square root, pair calculation: 0.7473 eV
square root, formula: 0.7610 eV
1E'-1A1' coupling 2FQ at this step: 0.4225 eV
neglected linear splitting inside 1E': 0.0009 eV
singlet change on opening: -0.1087 eV
singlet change on closing: -0.1042 eV
trigonal 1E' (triplet orbitals) minus T: 2.595 eV
trigonal closed-shell singlet minus T: 2.541 eV
trigonal triplet minus T singlet: 1.329 eV
lowest trigonal singlet minus Y: 1.835 eV
Y minus T, HF small basis: 0.706 eV = 68.1 kJ/mol
Y minus T, HF large basis: 0.669 eV
HF basis shift: -0.037 eV
Y minus T, MP2 small basis: 0.412 eV
Y minus T, MP2 large basis: 0.413 eV = 39.8 kJ/mol
MP2 basis shift: +0.000 eV
correlation shift, large basis: -0.256 eV
Y energy change on 15 deg rock: -0.202 eV
rough spin-orbit constant: 0.6 eV
spin-orbit lowering of trigonal triplet: 0.026 eV
all tests passed
```
